\section*{Post-breakdown oxide current with series resistance from the Lambert function, part 1}

(Sections cited here and not found follow in the second part.)

\section{The explicit current and its low-current range}

\subsection{Two equal voltage steps, two very different responses}

A model of a broken-down spot in a thin gate oxide carries $0.0190\ \mu\mathrm{A}$ at $0.5$ V and $0.384\ \mu\mathrm{A}$ at $1.0$ V. Half a volt has multiplied the current by about 20. Between $2.5$ V and $3.0$ V the same half volt takes the current from $37.3$ to $58.5\ \mu\mathrm{A}$, a factor of only $1.57$. A pure exponential fitted to the first step would miss the second by more than a factor of ten. A pure resistor fails too: the series resistance in the model is $20\ \mathrm{k}\Omega$, and $3$ V across it alone would drive $150\ \mu\mathrm{A}$.

Both steps belong to one law with three constants. In that law the current appears on both sides of the equation, which hides its behaviour. Solving it for the current shows where the exponential ends, what replaces it, and how straight the upper part of the curve is.

\subsection{The model}

After breakdown, a small spot of the oxide conducts far better than its surroundings. The model represents the spot by an element with voltage $v$ across it and current
\begin{equation}
I=I_0\left(e^{\alpha v}-1\right).
\label{eq:element}
\end{equation}
The term $-1$ makes the current vanish at $v=0$. The same current flows through a resistance $R$, which stands for the access path through the silicon and the gate. The applied voltage is the sum of the two drops, $V=v+IR$, so that
\begin{equation}
I=I_0\left[e^{\alpha(V-IR)}-1\right].
\label{eq:law}
\end{equation}

The assumptions are these. The constants $I_0$, $\alpha$ and $R$ are positive and depend on neither voltage, time nor temperature. The current is steady, so no capacitive current flows. Current through the intact oxide is left out. The law is empirical: $\alpha$ describes how transport through the spot grows with voltage, and it is not the factor $e/kT$ of an ideal junction. The device results below are for $V\ge 0$. For negative $V$ equation \eqref{eq:law} still has a solution, which saturates at $-I_0$, but a real spot under reversed polarity needs its own parameters.

The three constants form one dimensionless number,
\begin{equation}
z_0=\alpha R I_0 .
\label{eq:z0}
\end{equation}
It compares the voltage $RI_0$ with the voltage $1/\alpha$ over which the element's exponential grows by a factor $e$. The example uses $I_0=1$ nA, $\alpha=6\ \mathrm{V}^{-1}$ and $R=20\ \mathrm{k}\Omega$, hence
\[
z_0=6\times(2\times10^{4})\times10^{-9}=1.2\times10^{-4}.
\]

\subsection{The function that inverts $we^w$}

\paragraph{Lemma 1.} For every $y>0$ the equation $we^w=y$ has exactly one real solution $w$, and this solution is positive.

\paragraph{Proof.} If $w\le0$, then $we^w\le0$, which cannot equal $y$. For $w>0$ the derivative $(1+w)e^w$ is positive, so $we^w$ rises strictly. It starts from $0$ at $w=0$ and grows without bound, and being continuous it takes the value $y$ once. $\square$

This solution is written $w=W(y)$ and is called the principal branch of the Lambert function. Since the argument below is positive, no choice between branches arises.

\subsection{The explicit solution}

\paragraph{Theorem 1.} Let $I_0,\alpha,R>0$. For every real $V$, equation \eqref{eq:law} has exactly one real solution,
\begin{equation}
I=\frac{W(x)}{\alpha R}-I_0,\qquad
x=\alpha R I_0\,e^{\alpha(V+I_0R)} .
\label{eq:solution}
\end{equation}

\paragraph{Proof.} Move the constant $-I_0$ to the left of \eqref{eq:law} and set $J=I+I_0$. Because $I=J-I_0$, the resistive drop is $IR=JR-I_0R$, and therefore
\begin{equation}
J=I_0\,e^{\alpha(V-JR+I_0R)}
 =I_0\,e^{\alpha(V+I_0R)}\,e^{-\alpha RJ}.
\end{equation}
The sign in front of $I_0R$ is positive because it is subtracted twice. Multiply both sides by $\alpha R\,e^{\alpha RJ}$, which is never zero:
\begin{equation}
\alpha RJ\,e^{\alpha RJ}=\alpha RI_0\,e^{\alpha(V+I_0R)}=x .
\end{equation}
With
\begin{equation}
w=\alpha R(I+I_0)
\label{eq:w}
\end{equation}
this reads $we^w=x$. Since $x>0$, Lemma 1 gives the single solution $w=W(x)$, and \eqref{eq:w} solved for $I$ gives \eqref{eq:solution}. Each step can be reversed, so this $I$ does satisfy \eqref{eq:law}. $\square$

At $V=0$ the argument is $x=z_0e^{z_0}$. The number whose product with its own exponential has this value is $w=z_0$, and \eqref{eq:solution} gives $I=z_0/(\alpha R)-I_0=0$, as it must.

The formula was tested against a road that does not use $W$: the numerical root $v$ of the loop equation $v+RI_0(e^{\alpha v}-1)=V$, followed by \eqref{eq:element}. Three sets $(I_0,\alpha,R)$ were used: the example, $(0.1\ \mu\mathrm{A},\,4\ \mathrm{V}^{-1},\,1\ \mathrm{k}\Omega)$ and $(10\ \mu\mathrm{A},\,3\ \mathrm{V}^{-1},\,100\ \mathrm{k}\Omega)$, each at $-1$, $0.01$, $0.5$, $2$ and $8$ V. The largest difference, relative to $|I|+I_0$, was $1.7\times10^{-15}$.

\paragraph{Remark on computation.} Taking the logarithm of $we^w=x$ gives
\begin{equation}
w+\ln w=L,\qquad L=\ln x=\ln z_0+z_0+\alpha V .
\label{eq:logform}
\end{equation}
Here $\alpha I_0R=z_0$ was used. This form avoids the very large number $x$ when $\alpha V$ is large. It can be solved by Newton's method. The function $f(w)=w+\ln w-L$ has the derivative $f'=(1+w)/w$, so one step replaces $w$ by
\begin{equation}
w-\frac{w\,(w+\ln w-L)}{1+w}
=\frac{w\,(1+L-\ln w)}{1+w}.
\label{eq:newton}
\end{equation}
The right-hand form shows that the start must lie below $e^{1+L}$, since otherwise the next value is not positive and has no real logarithm. The start $w=1$ is too large when $L\le-1$, which in the example means below $1.34$ V. Because $f$ is concave, every positive start below $e^{1+L}$ leads to the root, and $w=1/(1+e^{-L})$ is always such a start.

At very small $V$ the two terms of \eqref{eq:solution} nearly cancel and digits are lost. The ohmic formula \eqref{eq:ohmic} below then serves better.

\subsection{Slope, curvature and the meaning of $w$}

\paragraph{Proposition 1.} Along the curve,
\begin{align}
\frac{dI}{dV}&=\frac1R\,\frac{w}{1+w},
\label{eq:slope}\\
\frac{d^2I}{dV^2}&=\frac{\alpha}{R}\,\frac{w}{(1+w)^3}>0,
\label{eq:curv}\\
\frac{d\ln(I+I_0)}{dV}&=\frac{\alpha}{1+w}.
\label{eq:logslope}
\end{align}

\paragraph{Proof.} In \eqref{eq:logform} only $\alpha V$ depends on $V$. Differentiation gives
\begin{equation}
\left(1+\frac1w\right)\frac{dw}{dV}=\alpha
\quad\Longrightarrow\quad
\frac{dw}{dV}=\frac{\alpha w}{1+w}.
\label{eq:dw}
\end{equation}
By \eqref{eq:w}, $dI/dV=(dw/dV)/(\alpha R)$, which is \eqref{eq:slope}. The derivative of $w/(1+w)$ with respect to $w$ is $[(1+w)-w]/(1+w)^2=1/(1+w)^2$. Multiplying it by $dw/dV$ and by $1/R$ gives \eqref{eq:curv}. Finally $\ln(I+I_0)$ differs from $\ln w$ by a constant, so its derivative is $(dw/dV)/w$, which is \eqref{eq:logslope}. $\square$

The number $w$ has a direct circuit meaning. From \eqref{eq:element}, $dI/dv=\alpha I_0e^{\alpha v}=\alpha(I+I_0)$, so the element has the differential resistance
\begin{equation}
\frac{dv}{dI}=\frac{1}{\alpha(I+I_0)}=\frac{R}{w}.
\label{eq:rdiff}
\end{equation}
Thus $w$ is the series resistance divided by the differential resistance of the spot. When $w\ll1$ the spot limits the current, and \eqref{eq:logslope} gives the full exponential slope $\alpha$. When $w\gg1$ the series resistance takes nearly all of any further voltage, and \eqref{eq:slope} approaches $1/R$.

The two resistances are equal at $w=1$, where the slope is half of $1/R$. There $\ln w=0$, so $L=1$, and \eqref{eq:logform} and \eqref{eq:w} give
\begin{equation}
V_{1/2}=\frac{1-z_0-\ln z_0}{\alpha},\qquad
I_{1/2}=\frac1{\alpha R}-I_0 .
\label{eq:half}
\end{equation}
In the example $\ln z_0=-9.028$, so $V_{1/2}=(1+9.028)/6=1.67$ V, and $I_{1/2}=8.33\ \mu\mathrm{A}$.

This point lies at positive voltage only if $z_0<1$. By \eqref{eq:dw}, $w$ rises with $V$ from its value $z_0$ at $V=0$. If $z_0\ge1$, then $w\ge1$ for all $V\ge0$, the slope stays between $1/(2R)$ and $1/R$, and there is no exponential range at all.

\subsection{The ohmic start}

\paragraph{Proposition 2.} For small voltage,
\begin{equation}
I\approx\frac{\alpha I_0}{1+z_0}\,V ,
\label{eq:ohmic}
\end{equation}
and the next term of the expansion is larger than zero and, relative to this one, equals $\alpha V/[2(1+z_0)^2]$.

\paragraph{Proof.} Put $w=z_0$ in \eqref{eq:slope}: the slope at the origin is $z_0/[R(1+z_0)]=\alpha I_0/(1+z_0)$. The second Taylor term is $\tfrac12V^2\,d^2I/dV^2$. By \eqref{eq:curv} and \eqref{eq:slope} at $w=z_0$, the second derivative divided by the first is $\alpha/(1+z_0)^2$, and multiplying by $V/2$ gives the stated ratio. $\square$

The current is therefore not exponential down to zero voltage. In the example the initial conductance is $6.0$ nS, a resistance of about $170\ \mathrm{M}\Omega$, nearly all of it in the spot.

\subsection{The exponential range}

If $R$ were zero, the current would be that of the bare element at the full voltage,
\begin{equation}
I_d=I_0\left(e^{\alpha V}-1\right).
\end{equation}
The next result says how far the true current lies below it.

\paragraph{Theorem 2.} Let $V>0$ and $q=\alpha R(I_d+I_0)=z_0e^{\alpha V}$. Then
\begin{equation}
0\le 1-\frac{I}{I_d}\le\frac{q}{1+q}.
\label{eq:lowbound}
\end{equation}
If $R\to0$ at fixed $V$, $\alpha$ and $I_0$, the deficit $1-I/I_d$ divided by $q$ tends to 1.

\paragraph{Proof.} Set $u=\alpha RI$ and $d=\alpha RI_d=q-z_0$. Since $I=0$ at $V=0$ and the slope is positive, $u>0$. Multiplying \eqref{eq:law} by $\alpha R$ gives
\begin{equation}
u=z_0e^{\alpha V}e^{-u}-z_0=qe^{-u}-z_0
 =d-q\left(1-e^{-u}\right).
\label{eq:u}
\end{equation}
For $u>0$ one has $0<1-e^{-u}\le u$. The left inequality gives $u\le d$. The right one gives $u\ge d-qu$, so $u\ge d/(1+q)$. As $I/I_d=u/d$, these are the two bounds. For the limit, rewrite \eqref{eq:u} as
\begin{equation}
1-\frac ud=q\,\frac{1-e^{-u}}{u}\,\frac ud .
\end{equation}
When $R\to0$, $q$ and $u$ vanish, $u/d\to1$ by the bounds, and $(1-e^{-u})/u\to1$. $\square$

At $0.8$ V, $e^{4.8}=121.5$ and $q=1.2\times10^{-4}\times121.5=0.0146$. The bound allows a deficit of at most $1.44\,\%$ of $I_d$, and the actual deficit is $1.43\,\%$.

A pure exponential $I_0e^{\alpha V}$ needs a second condition, because it exceeds $I_d$ by the fraction $1/(e^{\alpha V}-1)$. The exponential limit thus requires both
\begin{equation}
e^{\alpha V}\gg1\qquad\text{and}\qquad z_0e^{\alpha V}\ll1 ,
\end{equation}
which are compatible if $z_0\ll1$.

Let each error be allowed to reach $10\,\%$. The first does so at $e^{\alpha V}=11$, or $V=(\ln 11)/6=0.40$ V, where $I\approx10I_0=10$ nA. For the second, \eqref{eq:law} gives $I+I_0=(I_d+I_0)e^{-\alpha RI}$, so for $I\gg I_0$ the ratio $I_d/I$ is $e^{\alpha RI}$. It reaches $1.1$ when
\begin{equation}
IR=\frac{\ln1.1}{\alpha}=16\ \mathrm{mV},\qquad I=0.79\ \mu\mathrm{A}.
\end{equation}
This happens at $V=1.13$ V. A resistive drop of only 16 mV out of more than a volt already lowers the current by about $9\,\%$ of $I_d$, since it acts in the exponent. The exponential range spans a current ratio of about
\begin{equation}
\frac{\ln1.1}{10\,\alpha RI_0}=\frac{0.0095}{z_0}\approx79 ,
\end{equation}
or $1.9$ decades. By this criterion, which limits each error separately, the range closes when $z_0$ is near $0.01$. The two errors have the same sign and multiply: with $i=I/I_0$, the ratio $I_0e^{\alpha V}/I$ equals $(1+1/i)\,e^{z_0i}$, whose smallest value is about $e^{2\sqrt{z_0}}$ for small $z_0$. At $z_0=0.0095$ the pure exponential is nowhere closer than about $21\,\%$, and a total error below $10\,\%$ needs $z_0$ below about $0.0023$. In the example the two limits lie far apart, and the combined criterion moves them only to $0.402$ and $1.127$ V.

\section{The high-current range and the limits of the model}

\subsection{Symbols and results carried over}

The law is $I=I_0[e^{\alpha(V-IR)}-1]$, with $v=V-IR$ the voltage across the spot, $R$ the series resistance and $z_0=\alpha RI_0$. The variable $w=\alpha R(I+I_0)$ satisfies
\begin{equation}
w+\ln w=L,\qquad L=\ln z_0+z_0+\alpha V,
\label{eq:again}
\end{equation}
and the current is $I=w/(\alpha R)-I_0$. The slope is $dI/dV=w/[R(1+w)]$ and the curvature is $d^2I/dV^2=\alpha w/[R(1+w)^3]$. The spot has the differential resistance $R/w$. The example has $I_0=1$ nA, $\alpha=6\ \mathrm{V}^{-1}$, $R=20\ \mathrm{k}\Omega$ and $z_0=1.2\times10^{-4}$. Its current is exponential within $10\,\%$ from $0.40$ to $1.13$ V and has half its final slope at $1.67$ V.

This part has solved the current law explicitly and shown that the current starts ohmically, then follows an exponential until the small voltage drop across the series resistance lowers it noticeably. What remains is the high-current range, how the parameters can be read from the curve, and the limits of the model.
